# Conductance correlation and escape width in a chaotic cavity, part 2

How quickly does the conductance of a chaotic cavity lose its correlation when the energy is shifted by $\omega$? Time is counted in mixing steps and energies are in units of $\hbar$ divided by the step time, so $\hbar=1$.

In the cavity model, or map, an $M\times M$ unitary matrix $F$ propagates the state by one step. It is drawn from the Haar measure, which is unchanged by $F\to AF$ and $F\to FA$ for fixed unitary $A$. Averages with unequal numbers of factors $F$ and $F^\dagger$ therefore vanish (phase invariance). The $N\times M$ matrix $P$ picks out the $N$ open components, $\Pi=P^TP$ projects on them, and $R=1-\Pi$ projects on the closed ones. With $z=e^{i\varepsilon}$, the unitary scattering matrix is

$$S(\varepsilon)=zPF(1-zRF)^{-1}P^T=\sum_{n=0}^{\infty}z^{n+1}PF(RF)^nP^T. \tag{1}$$

Its mean vanishes, which is what ideal coupling means here. For unitary $N\times N$ matrices $U$ and $V$, the joint distribution at all energies is unchanged by

$$S(\varepsilon)\to US(\varepsilon)V\quad\text{with the same } U,V \text{ for all }\varepsilon. \tag{2}$$

The escape probability per step is $p=N/M$, the mean level spacing is $\delta=2\pi/M$, and the escape width $\Gamma=p=N\delta/2\pi$ is the inverse mean dwell time. A prime marks the energy shifted by $\omega$.

A single speckle, the amplitude $s$ in one outgoing channel, has with $y=e^{i\omega}$ the correlation

$$\langle s^*(\varepsilon)s(\varepsilon+\omega)\rangle=\frac1M\sum_{n=0}^{\infty}(1-p)^n y^{n+1}=\frac1M\,\frac{y}{1-(1-p)y}.$$

The leads have $N_1$ and $N_2=N-N_1$ channels. The conductance $g$ per spin, in units of $e^2/h$, has mean $N_1N_2/N$. With $\tau(\omega)=\langle|\mathrm{tr}\,S^\dagger(\varepsilon)S(\varepsilon+\omega)|^2\rangle$, and $A$ the common factor in the covariances of the transition probabilities, every $N\ge2$ obeys

$$A=\frac{\tau-1}{(N^2-1)^2},\qquad \mathrm{Cov}(g,g')=\left(\frac{N_1N_2}{N}\right)^2\frac{\tau(\omega)-1}{(N^2-1)^2}. \tag{6}$$

It remains to find the mean of $\mathrm{tr}\,S^\dagger S'$ and to show that its fluctuations are negligible at large $N$.

## An equation for the mean trace

Define

$$L=(1-zFR)^{-1},\qquad J=LF=F(1-zRF)^{-1},\qquad Y=J'\Pi J^\dagger .$$

Then $S=zPJP^T$. Let $q=z^*z'$, which equals $e^{i\omega}$ on the unit circle. By cyclicity of the trace, $\mathrm{tr}S^\dagger S'=q\,\mathrm{tr}(\Pi Y)$. For the moment $z$ and $z'$ are independent expansion variables, and equations are read power by power.

The definition gives $J'=F(1+z'RJ')$. Hence

$$Y=F(\Pi+z'RJ'\Pi)(\Pi+z^*\Pi J^\dagger R)F^\dagger .$$

In the trace, $F$ and $F^\dagger$ cancel. The mixed terms vanish because $\Pi R=0$, leaving

$$\mathrm{tr}Y=N+q\,\mathrm{tr}(RY). \tag{7}$$

A second relation comes from the invariance of the Haar measure under $F\to e^{\eta E}F$ with $E^\dagger=-E$. To first order in $\eta$ the change is $\delta F=EF$. Since $J'^{-1}=F^{-1}-z'R$ and $\delta F^{-1}=-F^{-1}E$,

$$\delta J'=-J'(\delta F^{-1})J'=J'F^{-1}EJ'=L'EJ' .$$

The adjoint relation is $\delta J^\dagger=-J^\dagger EL^\dagger$, so $\delta Y=L'EY-YEL^\dagger$. The average of $RY$ cannot change:

$$\langle RL'EY-RYEL^\dagger\rangle=0 .$$

This is linear in $E$, and every matrix is a complex combination of anti-Hermitian ones. We may thus choose the matrix with a single entry 1 at position $(k,l)$. Taking the $(k,l)$ element of the equation and summing over $k$ and $l$ yields

$$\langle\mathrm{tr}(RL')\,\mathrm{tr}Y\rangle=\langle\mathrm{tr}L^\dagger\,\mathrm{tr}(RY)\rangle. \tag{8}$$

By phase invariance $\langle\mathrm{tr}RL'\rangle=M-N$ and $\langle\mathrm{tr}L^\dagger\rangle=M$. If the averages of products factorize, (8) says that $\langle\mathrm{tr}RY\rangle=(1-p)\langle\mathrm{tr}Y\rangle$: a fraction $1-p$ remains closed in. Together with (7), and with $\mathrm{tr}\,\Pi Y=\mathrm{tr}Y-\mathrm{tr}RY$,

$$\langle\mathrm{tr}Y\rangle=\frac{N}{1-(1-p)q},\qquad \frac{\langle\mathrm{tr}S^\dagger S'\rangle}{N}\to\frac{pq}{1-(1-p)q}. \tag{9}$$

This is the geometric series of the single speckle.

## Why traces factorize

Let $E_\alpha$ be an orthonormal basis of anti-Hermitian matrices, and let $f_\alpha$ be the derivative of a function $f(F)$ along $\delta F=E_\alpha F$. We need the bound

$$\mathrm{Var}f\le\frac1M\sum_\alpha\langle|f_\alpha|^2\rangle. \tag{10}$$

Functions on the unitary group decompose into matrix elements of irreducible representations (the Peter–Weyl theorem), which are eigenfunctions of the Laplacian $-\sum_\alpha\partial_\alpha^2$. If $\mu$ is its smallest nonzero eigenvalue, integration by parts gives $\sum_\alpha\langle|f_\alpha|^2\rangle\ge\mu\,\mathrm{Var}f$.

To find $\mu$, write the Laplacian as $\sum_{ij}e_{ij}e_{ji}$, where $e_{ij}$ are the generators belonging to matrix units. On a highest-weight vector $e_{ii}$ has the integer value $l_i$, with $l_1\ge\dots\ge l_M$, and $e_{ij}$ gives zero for $i<j$. Using $[e_{ij},e_{ji}]=e_{ii}-e_{jj}$, the eigenvalue is

$$\sum_il_i^2+\sum_{i<j}(l_i-l_j).$$

If all $l_i$ equal the same nonzero integer, this is at least $M$. Otherwise some $l_k>l_{k+1}$. The second sum is then at least $k(M-k)$. Either the first $k$ or the last $M-k$ weights are nonzero, so the first sum is at least $m=\min(k,M-k)$. The total is at least $m(M-m+1)\ge M$. Thus $\mu\ge M$, which proves (10).

Now let $f$ be the trace of a product with $r$ factors $F$ or $F^\dagger$, separated by projectors. Its derivative is $\mathrm{tr}(E_\alpha T)$, where $T$ is a sum of $r$ products of norm at most one. Hence $\sum_\alpha|f_\alpha|^2=\mathrm{tr}\,T^\dagger T\le r^2M$, and $\mathrm{Var}f\le r^2$. The bound does not grow with $M$, while the means in (8) are of order $M$ and $N$.

At each fixed power of $q$, replacing the averages in (8) by products therefore makes a bounded error, against terms of order $MN$. Consequently the probabilities

$$p_n=\langle\mathrm{tr}\,[PF(RF)^nP^T]^\dagger[PF(RF)^nP^T]\rangle$$

satisfy $p_n/N\to p(1-p)^n$ for $N\to\infty$ at fixed $p$. Unitarity of $S$ requires $\sum_np_n=N$, and the limiting probabilities also sum to one. The part beyond any step $m$ therefore tends to $(1-p)^m$, so no weight escapes to long times, and (9) holds on the unit circle.

The same cut controls the fluctuations of $X=\mathrm{tr}S^\dagger S'/N$. Let $S_m$ contain the first $m$ terms of the series for $S$. Phase invariance gives $\langle\|S-S_m\|^2\rangle=\sum_{n\ge m}p_n$, where $\|B\|^2=\mathrm{tr}B^\dagger B$. Writing

$$S^\dagger S'-S_m^\dagger S_m'=(S-S_m)^\dagger S'+S_m^\dagger(S'-S'_m)$$

and using the Cauchy–Schwarz inequality, the mean absolute change of $X$ caused by the cut is at most $2\,(\sum_{n\ge m}p_n/N)^{1/2}$. This tends to $2(1-p)^{m/2}$. For fixed $m$ the truncated $X$ has variance of order $1/N^2$. First let $N\to\infty$, then $m\to\infty$: the mean absolute deviation of $X$ from its mean vanishes. Because $|X|\le1$, the variance vanishes too, and

$$\frac{\tau}{N^2}\to\left|\frac{pe^{i\omega}}{1-(1-p)e^{i\omega}}\right|^2=\frac{p^2}{p^2+4(1-p)\sin^2(\omega/2)}. \tag{11}$$

## The Lorentzian and its regime

In (6), $(\tau-1)/(N^2-1)^2$ becomes $\tau/N^4$ at large $N$. Now let $p\to0$ at fixed $\omega/p$, so that many mixing steps occur before escape. Then $4\sin^2(\omega/2)\to\omega^2$, and

$$\boxed{\langle\delta g(E)\,\delta g(E+\omega)\rangle=\left(\frac{N_1N_2}{N^2}\right)^2\frac{1}{1+(\omega/\Gamma)^2},\qquad \Gamma=\frac{N\delta}{2\pi}} \tag{12}$$

Here $\delta g=g-\langle g\rangle$. The half width at half maximum is $\Gamma$, the full width $2\Gamma$. The proof takes $N\to\infty$ first and $p\to0$ second. It covers ideal coupling and broken time-reversal symmetry. The channel number and level spacing must stay constant over the energy range considered, and the motion must be phase coherent. At finite $p$, (11) gives for small $\omega$ the slightly larger width $p/\sqrt{1-p}$.

## The Hamiltonian approach

Describe the closed cavity by a Hermitian $M\times M$ matrix $H$ from the Gaussian unitary ensemble:

$$\langle H_{ij}H_{kl}\rangle=\frac{\lambda^2}{M}\delta_{il}\delta_{jk}.$$

With coupling $W$ to the leads, $S=1-2\pi iW^\dagger(E-H+i\pi WW^\dagger)^{-1}W$. Choose $\pi WW^\dagger=\lambda\Pi$. Then

$$S=1-2i\lambda PGP^T,\qquad G=(E-H+i\lambda\Pi)^{-1}.$$

Gaussian integration by parts reads $\langle H_{ij}f\rangle=(\lambda^2/M)\langle\partial f/\partial H_{ji}\rangle$, and $\delta G=G\,\delta H\,G$. Hence $\langle HG\rangle=(\lambda^2/M)\langle\mathrm{tr}G\,G\rangle$. We now factorize traces at leading order in large $N$, here as an approximation. The mean $\bar G=\langle G\rangle$ obeys

$$\bar G=(E-\Sigma+i\lambda\Pi)^{-1},\qquad \Sigma=\frac{\lambda^2}{M}\mathrm{tr}\bar G .$$

At the band centre, $E=0$ and $N\ll M$, this gives $\Sigma=-\lambda^2/\Sigma$. The decaying solution is $\Sigma=-i\lambda$. The level density $-\mathrm{Im}\,\mathrm{tr}\bar G/\pi=M/(\pi\lambda)$ yields $\delta=\pi\lambda/M$. On an open component $\bar G=1/(2i\lambda)$, so $\langle S\rangle=0$: the coupling is ideal.

For $Z=G'\Pi G^\dagger$, integration by parts produces one term from $G'$ and one from $G^\dagger$:

$$\langle HZ\rangle=\frac{\lambda^2}{M}\langle\mathrm{tr}G'\,Z+\mathrm{tr}Z\,G^\dagger\rangle .$$

Inserting this in $(E'-H+i\lambda\Pi)Z=\Pi G^\dagger$ and factorizing,

$$\langle Z\rangle=\bar G'\Pi\bar G^\dagger+\frac{\lambda^2}{M}\langle\mathrm{tr}Z\rangle\bar G'\bar G^\dagger,\qquad \langle\mathrm{tr}Z\rangle=\frac{\mathrm{tr}\,\Pi\bar G^\dagger\bar G'}{D}, \tag{13}$$

with $D=1-(\lambda^2/M)\mathrm{tr}\bar G'\bar G^\dagger$. This is the ladder approximation.

The small number $D$ needs care. Put $u=\Sigma^*-\Sigma'$. From $\bar G^\dagger-\bar G'=\bar G'(\bar G'^{-1}-\bar G^{\dagger-1})\bar G^\dagger$ one obtains, after taking the trace and multiplying by $\lambda^2/M$,

$$u=\frac{\lambda^2}{M}\left[(\omega+u)\,\mathrm{tr}\bar G'\bar G^\dagger+2i\lambda\,\mathrm{tr}\,\Pi\bar G'\bar G^\dagger\right].$$

Moving the term with $u$ to the left gives $uD$ there. At leading order $u=2i\lambda$, $\mathrm{tr}\bar G'\bar G^\dagger=M/\lambda^2$ and $\mathrm{tr}\,\Pi\bar G'\bar G^\dagger=N/(4\lambda^2)$. Therefore

$$D=\frac{\omega}{2i\lambda}+\frac{N}{4M}=\frac{N}{4M}\left(1-\frac{i\omega}{\Gamma}\right),\qquad \Gamma=\frac{N\lambda}{2M}=\frac{N\delta}{2\pi}.$$

Finally, the first equation in (13) gives

$$\langle\mathrm{tr}\,\Pi Z\rangle=\frac{N}{4\lambda^2}+\frac{\lambda^2}{MD}\left(\frac{N}{4\lambda^2}\right)^2=\frac{N}{4\lambda^2}\left(1+\frac{1}{1-i\omega/\Gamma}\right).$$

In $\mathrm{tr}S^\dagger S'$ the unit matrices contribute $N$, the two terms linear in $G$ contribute $-N$ each, and the last contributes $4\lambda^2\langle\mathrm{tr}\,\Pi Z\rangle$. The sum is

$$\langle\mathrm{tr}S^\dagger S'\rangle=\frac{N}{1-i\omega/\Gamma},$$

in agreement with (9) for small $p$ and $\omega$.

To pass from here to the conductance through (6), one needs the two-sided symmetry (2). For finite $M$ the ensemble of $H$ guarantees $S\to USU^\dagger$. The two-sided form is assumed for $M\to\infty$, so a direct simulation of $g$ is a useful independent route.

## Simulated correlations

For $N_1=4$ and $N_2=6$, 400 random $H$ with $M=140$ were diagonalized. The conductance was computed on an energy grid of spacing $\Gamma/2$ within $|E|<0.3\lambda$. The coupling is ideal only at the band centre; at the edge of this window $|\langle S_{aa}\rangle|$ is about 0.08, a channel transmission of 0.99. For the map, 350 random $F$ with $M=80$ were diagonalized, and the average ran over a full period of $\varepsilon$. The covariances, with standard errors, are:

| $\omega/\Gamma$ | Hamiltonian | map | eq. (12) |
|---|---|---|---|
| 0 | 0.059 ± 0.001 | 0.0605 ± 0.0008 | 0.058 |
| 1 | 0.031 ± 0.001 | 0.0329 ± 0.0007 | 0.029 |
| 2 | 0.011 ± 0.001 | 0.0135 ± 0.0006 | 0.012 |
| 3 | 0.005 ± 0.001 | 0.0067 ± 0.0006 | 0.006 |

The map's shifts differ from the listed integers by less than 0.02. Its zero-shift value lies three standard errors above the 0.0582 of (6). As (6) is derived for every $N$, this is read as a sampling fluctuation. At $\omega\approx\Gamma$ the finite $p=0.125$ also matters: (11) gives 0.0309 instead of 0.029. The variance of $\mathrm{tr}S^\dagger S'$ there is 0.7, small beside $N^2=100$.

With one channel per lead, the normalized correlation $(\tau-1)/(N^2-1)$ was averaged over 600 maps with $M=40$. At $\omega\approx\Gamma$ it is $0.603\pm0.001$, against 0.499 for the Lorentzian and 0.513 for (11) at this $p=0.05$. The width is still of order $\Gamma$, but the curve is broader. A Lorentzian through this point has half width $1.23\,\Gamma$. It does not fit exactly either: at $\omega\approx3\Gamma$ it gives 0.144, where the maps give $0.132\pm0.002$.

The resonances give another contrast. An eigenvalue $\kappa$ of $RF$ on the closed components describes a state whose probability is multiplied by $|\kappa|^2$ in each step, so its width is $-2\ln|\kappa|$. In the maps with $N=10$ and $M=80$ the mean width is $3.4\,\Gamma$. This mean is not fixed by $N$ alone. It is pulled up by a tail of broad resonances and grows like $\ln(M/N)$, to $3.9\,\Gamma$ at $M=160$ and $5.6\,\Gamma$ at $M=1000$, while the median stays near $2\,\Gamma$ at $M=80$ and $160$. The correlation follows the dwell time, not this mean.

## A worked example

Take a model dot at zero temperature with $N_1=4$, $N_2=6$ and $\delta=10\ \mu$eV. Its escape width is

$$\Gamma=\frac{10\times10\ \mu\mathrm{eV}}{2\pi}=15.9\ \mu\mathrm{eV}\quad(5.85\times10^{-7}\ \text{hartree}),$$

and its mean dwell time is $\hbar/\Gamma=41$ ps. The mean conductance is $24/10=2.4$ and the rms fluctuation $24/100=0.24$, both in $e^2/h$ per spin. For an energy shift of $20\ \mu$eV the normalized correlation is

$$\frac{1}{1+(20/15.9)^2}=0.39 .$$

The two conductances still share part of their fluctuation, although the shift is twice the level spacing. With ten open channels the levels overlap, and the time spent inside, not the spacing of single levels, sets the energy resolution of the cavity. In a real dot these numbers apply only if a magnetic field breaks time-reversal symmetry and the dephasing time is long compared with the dwell time. With time-reversal symmetry intact the same channels give a mean of $24/11=2.18$ and an rms fluctuation of 0.33. The temperature must also lie far below $\Gamma/k_B$, here 0.18 K, because thermal averaging over energy reduces the fluctuation and broadens its correlation. Averaging (12) with the derivative of the Fermi function widens the half width to $1.1\,\Gamma$ at 20 mK, $1.45\,\Gamma$ at 50 mK and $3.4\,\Gamma$ at $\Gamma/k_B$, where the variance has fallen to 0.38 of its zero-temperature value.
